# Equilibrium oxygen vacancy concentration from a formation free energy

**Question**

I am stuck on a defect exercise. An oxide has \(5.8\times10^{22}\) oxygen sites per cubic centimetre, and the formation free energy of an oxygen vacancy is 1.0 eV. I have to show that the equilibrium vacancy concentration at 1000 K is about \(5\times10^{17}\) per cubic centimetre.

I can multiply the site density by a Boltzmann factor, but I don't understand why that is allowed. Creating a vacancy costs free energy, and equilibrium is the minimum of free energy, so why are there any vacancies at all? And if 1.0 eV is already a *free* energy, hasn't the entropy been counted? At equilibrium I would expect the free energy of adding one more vacancy to be zero, not 1.0 eV.

**Answer**

Your last expectation is right, and it does not contradict the 1.0 eV. Two different free energies are involved. The quoted one belongs to a vacancy at a *given* site. The one that vanishes at equilibrium also includes the entropy gained because the vacancy could be at any of very many sites. Once the two are kept apart, the Boltzmann factor follows from counting.

**What the 1.0 eV contains**

Let \(G\) be the free energy needed to take one oxygen atom from a specified site and put it into the surroundings, at temperature \(T\). The surroundings act as an oxygen reservoir with a fixed chemical potential. \(G\) includes the change in the vibrational entropy of the crystal, but not the entropy of choosing which site is vacant.

I also assume that

- all oxygen sites are equivalent, and each is either filled or vacant;
- vacancies do not interact, so \(G\) does not depend on how many there are;
- the vacancies are neutral;
- the crystal has had time to reach equilibrium at 1000 K.

Electronvolts, kelvins and cubic centimetres are the convenient units here.

**Counting the arrangements**

Take a piece of crystal with \(M\) oxygen sites, \(m\) of them vacant. The number of ways to choose the vacant sites is

\[
W(m)=\frac{M!}{m!\,(M-m)!}.
\]

These arrangements all have the same free energy cost \(mG\), so they contribute a configurational entropy \(k\ln W(m)\), where \(k\) is the Boltzmann constant. Relative to the perfect crystal, the free energy of crystal and reservoir together is

\[
F(m)=mG-kT\ln W(m).
\]

The first term opposes vacancies (for positive \(G\)), and the second favours them as long as fewer than about half the sites are vacant. To see which wins, add one vacancy. The ratio of the two counts is

\[
\frac{W(m+1)}{W(m)}
=\frac{m!\,(M-m)!}{(m+1)!\,(M-m-1)!}
=\frac{M-m}{m+1},
\]

because \((m+1)!=(m+1)\,m!\) and \((M-m)!=(M-m)\,(M-m-1)!\). Therefore

\[
F(m+1)-F(m)=G-kT\ln\frac{M-m}{m+1}.
\]

No approximation for the factorials has been needed.

This answers your first question. For the first vacancy, \(m=0\), the change is \(G-kT\ln M\). However large \(G\) is, a large enough crystal makes this negative. The perfect crystal is then not the state of lowest free energy.

**Finding the minimum**

As \(m\) grows, \((M-m)/(m+1)\) shrinks, so each further vacancy brings a smaller entropy gain. In a large enough crystal, \(F\) therefore falls at first and rises later. Write

\[
x=e^{-G/kT}.
\]

Adding a vacancy lowers \(F\) as long as

\[
\frac{M-m}{m+1}>\frac1x .
\]

Multiplying by the positive quantity \(x(m+1)\) gives \(Mx-mx>m+1\). Adding \(mx+x\) to both sides gives

\[
(M+1)x>(m+1)(1+x),
\]

and division by \(1+x\) leaves

\[
m+1<(M+1)\,p,\qquad p=\frac{x}{1+x}=\frac{1}{1+e^{G/kT}} .
\]

Vacancies are added until their number is the largest integer not above \((M+1)p\). (If \((M+1)p\) is itself an integer, that number and the one below it have equal \(F\).) For a macroscopic crystal the 1 and the rounding do not matter, and the vacant fraction is \(p\). With \(N\) sites per unit volume, the vacancy concentration is

\[
n=Np=\frac{N}{1+e^{G/kT}} .
\]

**The same result from a single site**

The minimum of \(F\) gives the most probable number of vacancies. The average can be found separately. Since the sites are independent, consider one of them. It is filled with relative weight 1 or vacant with relative weight \(x\), so the probability that it is vacant is

\[
\frac{x}{1+x}=p .
\]

The average number of vacancies on \(M\) sites is then \(Mp\).

The spread follows just as directly. Let \(s=1\) for a vacant site and \(s=0\) for a filled one. Then \(s^2=s\), so the variance of \(s\) is \(\langle s^2\rangle-\langle s\rangle^2=p-p^2=p(1-p)\). Variances of independent quantities add, so the variance of the vacancy number is \(Mp(1-p)\). The relative fluctuation is

\[
\frac{\sqrt{Mp(1-p)}}{Mp}=\sqrt{\frac{1-p}{Mp}} .
\]

It falls as the crystal grows, which is why a single concentration describes a macroscopic sample.

**The dilute limit**

When \(G\) is much larger than \(kT\), \(x\) is much smaller than 1 and the denominator \(1+x\) can be replaced by 1:

\[
n\approx N e^{-G/kT}.
\]

This is the formula you were using. Its error is easy to state: the ratio of the dilute to the full result is \(Nx\big/[Nx/(1+x)]=1+x\). The dilute formula is too high by the fraction \(x\) of the full result.

**Putting in the numbers**

The thermal energy is

\[
kT=(8.6173\times10^{-5}\ \text{eV/K})(1000\ \text{K})=0.08617\ \text{eV},
\]

so

\[
\frac{G}{kT}=\frac{1.0\ \text{eV}}{0.08617\ \text{eV}}=11.605 .
\]

To turn this into a power of ten, divide by \(\ln 10=2.3026\), which gives 5.040. Thus

\[
e^{-G/kT}=10^{-5.040}=9.12\times10^{-6},
\]

and

\[
n\approx(5.8\times10^{22}\ \text{cm}^{-3})(9.12\times10^{-6})
=5.3\times10^{17}\ \text{cm}^{-3}.
\]

This is the required value of about \(5\times10^{17}\ \text{cm}^{-3}\). The dilute formula is safe here, since its relative error is about \(9\times10^{-6}\). A direct numerical search for the minimum of \(F\) at the real site density agrees with the full formula: both give \(5.29232\times10^{17}\ \text{cm}^{-3}\), against \(5.29237\times10^{17}\ \text{cm}^{-3}\) from the dilute formula.

About one oxygen site in \(1.1\times10^5\) is vacant. A typical length per vacancy is \(n^{-1/3}=12.4\) nm, compared with \(N^{-1/3}=0.258\) nm per oxygen site. The ratio of the two lengths is about 48. Vacancies placed at random usually have their nearest neighbour closer than \(n^{-1/3}\), at about \(0.55\,n^{-1/3}\) on average, but that is still more than 25 site spacings. This spacing assumes random placement, so it supports the neglect of short-range interactions only if they are repulsive or weakly attractive. Suppose two vacancies on neighbouring sites gain a binding energy \(E_b\) and each site has \(z\) neighbours. A region in which every site is vacant then costs \(G-zE_b/2\) per vacancy, which turns negative once \(E_b>2G/z\), about 0.33 eV for \(z=6\). Beyond that the vacancies of this lattice model condense instead of staying dilute. The spacing also does not rule out long-range interactions, such as the electric forces between charged vacancies.

**Why the free energy of one more vacancy is zero**

Now return to your objection. For large numbers, the change in \(F\) per added vacancy is

\[
\Delta F=G-kT\ln\frac{1-p'}{p'},
\]

where \(p'\) is whatever vacant fraction the crystal has at that moment. The equilibrium fraction satisfies \((1-p)/p=e^{G/kT}\), so there

\[
kT\ln\frac{1-p}{p}=G=1.0\ \text{eV},\qquad \Delta F=0 .
\]

Creating the vacancy at a given site costs 1.0 eV, and the freedom to choose the site returns 1.0 eV. If the crystal has too few vacancies, the return exceeds the cost and more will form. If it has too many, the return is smaller than the cost and vacancies will be filled.

This also shows what would go wrong if configurational entropy were put into \(G\). The "formation free energy" at equilibrium would be zero, and inserting zero in the dilute formula would give \(n=N\), a crystal with no oxygen left.

The vibrational entropy is a separate matter, and it does belong in \(G\). Write \(G=H-TS\), with \(H\) the formation enthalpy and \(S\) the formation entropy without the configurational part. Then

\[
e^{-G/kT}=e^{S/k}\,e^{-H/kT}.
\]

If the 1.0 eV were an enthalpy instead of a free energy, the dilute result would have to be multiplied by \(e^{S/k}\), provided the product is still far below \(N\). This factor can be large, because \(S\) includes the entropy of the released oxygen in the reservoir. If the product is not far below \(N\), the full formula with \(G=H-TS\) is needed. Similarly, if a vacancy had \(g\) internal states of equal energy, such as spin states, its weight would be multiplied by \(g\). This is the same as lowering \(G\) by \(kT\ln g\). I take the given \(G\) to include such terms already.

**When the dilute formula fails**

Suppose \(G/kT\) is only 0.7. The dilute formula predicts a vacant fraction \(e^{-0.7}=0.497\), whereas the full formula gives

\[
p=\frac{0.497}{1+0.497}=0.332 .
\]

Listing every one of the \(2^{12}\) configurations of a 12-site crystal and averaging over them also gives 0.332. The dilute value is too high by 50% of the correct one, as the error rule above says it should be. The dilute formula is what results if \(W(m)\) is replaced by \(M^m/m!\), which offers all \(M\) sites to every new vacancy. Then \(W(m+1)/W(m)=M/(m+1)\), and vacancies are added until \(m\approx Mx\). It fails here because a site already vacant cannot be emptied again, so only \(M-m\) sites are on offer.

At \(G=0\) the full formula gives \(p=1/2\), since filled and vacant are then equally likely, while the dilute formula empties the whole lattice. These cases test the counting. In a real oxide with so many vacancies, the assumption that they do not interact would itself be in doubt.

**Very small pieces of crystal**

For one cubic centimetre, the relative fluctuation of the vacancy number is about \(1.4\times10^{-9}\). In a small device region the situation is different. Ten million oxygen sites at this density fill a cube with an edge of about 56 nm. At \(G/kT=11.605\) such a cube holds 91 vacancies on average, with a variance also close to 91. The standard deviation is \(\sqrt{91}\approx9.5\), or about 10% of the mean. The concentration is still well defined as an average, but nominally identical cubes will contain visibly different numbers of vacancies.

**How far to trust "about"**

Because \(G\) sits in an exponent, a modest error in it matters. In the dilute limit, lowering \(G\) by \(\delta\) multiplies \(n\) by \(e^{\delta/kT}\). For \(\delta=0.1\) eV at 1000 K this factor is 3.2:

- \(G=0.9\) eV gives \(n=1.7\times10^{18}\ \text{cm}^{-3}\);
- \(G=1.0\) eV gives \(n=5.3\times10^{17}\ \text{cm}^{-3}\);
- \(G=1.1\) eV gives \(n=1.7\times10^{17}\ \text{cm}^{-3}\).

If \(G\) is known only to 0.1 eV, the result is an order-of-magnitude estimate, and further digits in \(n\) mean nothing physically.

**What the given value of \(G\) hides**

*The oxygen supply.* Removing an oxygen atom adds it to the reservoir, so \(G\) contains the oxygen chemical potential \(\mu_{\mathrm O}\) as an added term. If the reservoir is ideal \(\mathrm{O_2}\) gas at pressure \(P\), each atom carries half the chemical potential of a molecule:

\[
\mu_{\mathrm O}=\tfrac12\mu_{\mathrm{O_2}}=\text{constant}+\tfrac12kT\ln P
\]

at fixed temperature, with \(P\) measured in some fixed unit. In the dilute limit,

\[
n\propto e^{-\mu_{\mathrm O}/kT}\propto P^{-1/2}.
\]

Reducing the oxygen pressure by a factor of 100 therefore raises the concentration of neutral vacancies tenfold. A formation free energy quoted without its oxygen conditions is incomplete.

*Charge.* If the vacancy releases electrons, \(G\) also depends on the Fermi level, the chemical potential of the electrons. The released electrons can shift that level, so \(G\) and \(n\) must be found together, with the crystal as a whole neutral. The \(P^{-1/2}\) law need not hold then.

*Cooling.* The result applies to equilibrium at 1000 K. In the model used here, which has no interstitial oxygen, the number of vacancies can fall on cooling only if they are filled by oxygen that enters and moves through the crystal. If that becomes too slow, the sample can keep a concentration set at some higher temperature, and putting room temperature into the formula need not describe it.

## Computed values

```
Oxygen site density N: 5.80e+22 cm^-3
Formation free energy G: 1.0 eV
Temperature T: 1000 K
Boltzmann constant k: 8.617333e-05 eV/K
Thermal energy kT: 0.086173 eV
Ratio G/kT: 11.6045 (no unit)
log10 of exp(-G/kT): -5.0398 (no unit)
Boltzmann factor exp(-G/kT): 9.1248e-06 (no unit)
n, dilute formula: 5.292365e+17 cm^-3
n, full formula: 5.292317e+17 cm^-3
n, free-energy minimum: 5.292317e+17 cm^-3
Relative excess of dilute formula: 9.125e-06 (no unit)
Sites per vacancy: 1.0959e+05 (no unit)
Configurational gain at equilibrium: 1.000000 eV per vacancy
Length N^(-1/3): 0.258 nm
Length n^(-1/3): 12.36 nm
Relative fluctuation of n in 1 cm^3: 1.37e-09 (no unit)
n for G = 0.9 eV: 1.689e+18 cm^-3
n for G = 1.1 eV: 1.658e+17 cm^-3
Factor in n per 0.1 eV: 3.191 (no unit)
Small crystal, sites: 12 (count)
Small crystal, G/kT: 0.7 (no unit)
Small crystal, enumerated fraction: 0.3318 (no unit)
Small crystal, full formula: 0.3318 (no unit)
Small crystal, dilute formula: 0.4966 (no unit)
Larger crystal, sites: 1e+07 (count)
Larger crystal, mean vacancies: 91.247 (count)
Larger crystal, variance: 91.246 (count squared)
Larger crystal, most probable number: 91 (count)
```
